# Choosing the step and corrector in Hessian-based reaction-path following

## What the setting does

Following a reaction path downhill from a saddle point requires an integrator and a step length $h$. The Hratchian–Schlegel Hessian predictor-corrector first takes a step on a local quadratic surface. It then interpolates between the quadratic expansions at the two ends of that step, and integrates the path again on the interpolated surface with the Bulirsch–Stoer method.

With inverse-square distance weights, this integrator has global order two: for small steps, the error in the path falls as $h^2$. The corrector does not raise the order of the predictor. It multiplies the leading error by

$$
\frac{3\pi}{4}-2\simeq0.356 .
$$

If the missing cubic term is restored from the two Hessians already at hand, the order becomes four. These statements hold for accurate Hessians on a smooth surface, away from stationary points, and for $h$ small compared with $|g|/k$, where $g$ is the gradient and $k$ the curvature across the valley. In the narrow circular valley treated below, the corrector helps more as the step grows, but the apparent order misleads.

Hartree atomic units are used. All coordinates carry the same mass; otherwise $g$ and the Hessian $H$ are to be taken in mass-weighted coordinates.

## The predictor and its error

The path is parametrized by its arc length $s$:

$$
\frac{dx}{ds}=u,\qquad u=-\frac{g}{|g|}.
$$

The local quadratic approximation (LQA) replaces the gradient by $g_0+H(x-x_0)$. The flow $dx/dt'=-g$ traces the same curve with another parameter $t'$. On the quadratic surface $dg/dt'=H\,dx/dt'=-Hg$, so $g=e^{-Ht'}g_0$. With $H=U\lambda U^T$, integration gives

$$
x(t')=x_0-U\,\frac{1-e^{-\lambda t'}}{\lambda}\,U^Tg_0 ,
\qquad \int_0^{t'}|g|\,dt''=h .
$$

The fraction acts on each eigenvalue and becomes $t'$ where $\lambda=0$. The second equation fixes $t'$.

To find the error, let the model gradient differ from the true one by $\delta g$. Varying $-g/|g|$ gives

$$
\delta u=-\frac{\delta g}{|g|}+\frac{g\,(g\cdot\delta g)}{|g|^3}
=-\frac{P\,\delta g}{|g|},\qquad P=1-uu^T .
$$

An error along the path changes the length of the gradient but not its direction, so the transverse part alone matters.

Let $E'''(a,b)$ be the vector with components $\sum_{jk}E_{ijk}a_jb_k$, where $E_{ijk}$ are third derivatives of the energy. At a fraction $t$ of the step, the displacement from the start is $thu+O(h^2)$. The quadratic model omits the next Taylor term of the gradient, so

$$
\delta g=-\tfrac12t^2h^2E'''(u,u)+O(h^3).
$$

Insert this in $\delta u$ and integrate over $ds=h\,dt$:

$$
\delta x_{\rm LQA}=\frac{h^3}{2}\,b\int_0^1t^2dt=\frac{h^3}{6}\,b,
\qquad b=\frac{P\,E'''(u,u)}{|g|}.
$$

The feedback of this displacement on the direction within the same step is of order $h^4$. A path of fixed length needs a number of steps proportional to $1/h$, so local errors of order $h^3$ add up to a global error of order $h^2$.

## What the corrector changes

Let $x_1$ be the start, $x_2$ the predicted point, $T_i$ the quadratic expansion about $x_i$, $d_i=x-x_i$ and $r_i=|d_i|^2$. The interpolated surface is

$$
E_I=w_1T_1+w_2T_2,\qquad
w_1=\frac{r_2}{r_1+r_2},\quad w_2=\frac{r_1}{r_1+r_2}.
$$

Since $w_1+w_2=1$, its gradient is

$$
\nabla E_I=w_1\nabla T_1+w_2\nabla T_2+(T_1-T_2)\nabla w_1,
\qquad
\nabla w_1=\frac{2(r_1d_2-r_2d_1)}{(r_1+r_2)^2}.
$$

The last term looks dangerous, because $\nabla w_1$ is of order $1/h$. But on the path $d_1$ and $d_2$ lie along the chord up to transverse parts of order $h^2$, so the transverse part of $\nabla w_1$ is of order one. The difference $T_1-T_2$ is of order $h^3$. The transverse contribution is therefore of order $h^3$, one power beyond the leading error.

The two expansions remain. With $d_1\simeq thu$ and $d_2\simeq-(1-t)hu$, their gradient errors are $-\frac12t^2h^2E'''(u,u)$ and $-\frac12(1-t)^2h^2E'''(u,u)$. They have the same sign, so averaging cannot cancel them. The weighted error is $-\frac12h^2W(t)E'''(u,u)$, with

$$
W=w_1t^2+w_2(1-t)^2=\frac{2t^2(1-t)^2}{t^2+(1-t)^2}.
$$

Put $a=t(1-t)$. The denominator is $1-2a$, and division gives

$$
W=\frac{2a^2}{1-2a}=-a-\frac12+\frac{1}{2(1-2a)} .
$$

Here $\int_0^1a\,dt=1/6$. With $y=t-\frac12$, $1-2a=2(y^2+\frac14)$, so

$$
\int_0^1\frac{dt}{1-2a}=\frac12\Big[2\arctan 2y\Big]_{-1/2}^{1/2}=\frac{\pi}{2}.
$$

Therefore

$$
c=\int_0^1W\,dt=\frac{\pi}{4}-\frac23\simeq0.1187,
\qquad
\delta x_{\rm HPC}=\frac{c}{2}h^3b .
$$

The ratio to the LQA error is $(c/2)/(1/6)=3c=3\pi/4-2$.

Steeper distance weights help little. If $0\le w_i\le1$ and $w_1+w_2=1$, then $W\ge\min[t^2,(1-t)^2]$, and

$$
c\ge2\int_0^{1/2}t^2dt=\frac1{12}.
$$

The error ratio $3c$ thus cannot fall below $1/4$. Inverse fourth-power weights give $c\simeq0.0947$ by quadrature, a ratio of 0.284. For small steps, raising the exponent above two therefore gains little.

### A path without symmetry

The following surface, with coordinates in bohr and energy in hartree, has no special symmetry:

$$
E=\frac x2+\frac{\sin(x+2y)}5+\frac{3y^2}{10}+\frac{z^2}4+\frac{3xyz}{20}+\frac{x\cos(y-z)}{10}.
$$

Single steps from $(0.2,0.3,-0.4)$ were compared with a high-order Runge–Kutta solution. Extrapolating the error divided by $h^3$ from $h=0.04$ and $0.02$ bohr to zero step gives 0.1277 bohr$^{-2}$ for LQA and 0.0455 bohr$^{-2}$ for the corrected step. The formulas give the same values to these digits.

Over a path of 1.6 bohr, the root-mean-square position error at eight equally spaced points is, at $h=0.025$ bohr, $4.92\times10^{-5}$ bohr for LQA and $1.74\times10^{-5}$ bohr after correction. Halving $h$ from 0.05 bohr gives orders of 2.01 and 2.00.

## The Bulirsch–Stoer tolerance

The standard Bulirsch–Stoer method, used for the numbers in this text, divides the step into $n$ substeps of length $\eta=h/n$ and applies the modified midpoint rule. For a smooth direction field and even $n$, the result has the standard expansion $S(\eta)=S_0+\alpha\eta^2+\beta\eta^4+\dots$. Two results combine to

$$
\frac{4S(\eta/2)-S(\eta)}3
=S_0+\frac{\beta\eta^4}{3}\left(\frac4{16}-1\right)+\dots
=S_0-\frac{\beta}{4}\eta^4+\dots
$$

Further combinations remove further powers. The midpoint rule copes badly with stiff steps, where $h$ is large compared with $|g|/k$: errors across the valley then grow instead of decaying, and the step must be subdivided. A modified scheme with Euler substeps avoids this growth once $\eta$ is small compared with $|g|/k$. Its error series contains all powers of $\eta$, but the limit $S_0$ is the same. What converges is $S_0$, the path on the interpolated surface. The difference between that surface and the true one remains.

In the first step of the circular example below, with $h=0.2$ bohr, the converged end point agrees with a separate Runge–Kutta solution on the same surface to about $10^{-14}$ bohr. The true path is nevertheless missed by far more. For this corrector, the tolerance should be small compared with $ch^3|b|/2$; tightening it much further brings little. The cubic repair described below has a far smaller error and needs a correspondingly tighter tolerance.

## Reusing the predicted-point data

After correction, one may evaluate energy, gradient and Hessian again at the corrected point, or keep the data from the predicted point. In the second case the next step expands about a point that is displaced from the corrected point by

$$
\delta x_{\rm LQA}-\delta x_{\rm HPC}=\left(\frac16-\frac c2\right)h^3b .
$$

The gradient at the actual start is obtained from the stored Hessian. Moving an expansion point by $O(h^3)$ changes $E'''(d_i,d_i)$ by a term of order $h\cdot h^3=h^4$, so the local error changes at order $h^5$. The leading error is untouched.

For 144 steps, reuse needs 145 evaluations, as LQA does, and re-evaluation needs 289. On the three-dimensional path at $h=0.025$ bohr the two errors differ by less than 0.1%. Reuse is therefore the better choice for small steps. At equal small error, it also permits a step longer than that of LQA by the factor $1/\sqrt{0.356}\simeq1.68$.

## Restoring the cubic term

Let $L$ be the distance between the expansion points and $u$ now the unit vector from $x_1$ to $x_2$. The Hessian difference contains the missing information:

$$
K=\frac{(H_2-H_1)u}{L}=E'''(u,u)+O(h^2),
$$

with the derivative taken at the middle of the chord. Adding

$$
\tfrac12K\left(w_1a_1^2+w_2a_2^2\right),\qquad a_i=d_i\cdot u,
$$

to $\nabla E_I$ cancels the leading transverse error without a new evaluation.

The gain is two orders, for a reason of symmetry. Suppose first that $x_2$ is the end point of the corrected step itself. Exchanging $x_1$ and $x_2$ reverses both $u$ and $H_2-H_1$, so $K$ and the whole direction field are unchanged. A backward step then retraces the forward one. If the step map is the true flow plus $Ch^{p+1}$, a forward and a backward step together leave

$$
Ch^{p+1}\left[1+(-1)^{p+1}\right]+O(h^{p+2})=0 ,
$$

so the order $p$ of the leading error must be even. The repair removes the local $h^3$ term, which excludes $p=2$; hence $p\ge4$. In practice the expansion points are displaced by $O(h^3)$. This alters the transverse gradient at order $h^4$ and the local error at order $h^5$, which is compatible with global order four.

On the three-dimensional path, the repaired error with reused data is $4.2\times10^{-10}$ bohr at $h=0.025$ bohr. Successive halvings from 0.2 bohr give apparent orders 4.92, 4.67 and 4.35. The error divided by $h^4$ is 4.11, 2.17, 1.36 and 1.07, in units of $10^{-3}$ bohr$^{-3}$. This quotient still falls at the shortest step, so its limit has not been reached. On the circular path of the next section, the apparent order of the repaired deviation is still 4.66 at the finest halving; that example alone would not establish order four.

## A curved valley with a known path

Consider, in polar coordinates,

$$
V=\frac B2\cos2\theta+\frac k2(r-R)^2 .
$$

At $r=R$ the radial force vanishes, so the circle is a steepest-descent path, with $|g|=B\sin2\theta/R$. Let $e=r-R$. The radial gradient is $ke$, so to first order a deviation decays as $de/ds=-(k/|g|)e$.

The source comes from the third derivative. The Hessian component along the tangent is $V_r/r+V_{\theta\theta}/r^2$. Its radial derivative at $r=R$, where $V_r=0$, $V_{rr}=k$ and $V_{r\theta\theta}=0$, is

$$
q=\frac kR-\frac{2V_{\theta\theta}}{R^3}
=\frac kR+\frac{4B\cos2\theta}{R^3}.
$$

Dividing the local error by the step length gives

$$
\frac{de}{ds}=-\frac{k}{|g|}e+Ch^2\frac q{|g|},
\qquad C_{\rm LQA}=\frac16,\quad C_{\rm HPC}=\frac c2 .
$$

Where $q>0$, the numerical path is pushed to the outside of the bend.

Take $R=2$ bohr, $B=0.1$ hartree and $k=0.2$ hartree/bohr$^2$, and start on the circle at $\theta=0.3$. Numerical solution of the deviation equation up to $\theta=1.2$ gives $e/h^2=0.0591$ bohr$^{-1}$ for LQA and 0.0211 bohr$^{-1}$ for the corrected path. Extrapolating the integrators' deviations to zero step gives the same values.

At $h=0.1$ bohr the small-step estimates are $5.9\times10^{-4}$ and $2.1\times10^{-4}$ bohr. The integrators give $7.05\times10^{-4}$ bohr (0.037 pm) and $2.08\times10^{-4}$ bohr (0.011 pm). Their ratio is 0.295, below the limit 0.356. The step is not very small: at the end of the path, where the deviation is read, $|g|=0.0338$ hartree/bohr, so

$$
z=\frac{kh}{|g|}=\frac{0.2\times0.1}{0.0338}\simeq0.59 .
$$

For this $z$, the constant-slope formula of the next section gives a ratio of 0.31, which accounts for most of the reduction.

## Long steps in a narrow valley

The number $z$ compares the step with the distance over which the path relaxes to the valley floor. Its effect can be found for a constant slope $F$, with $V=-FR\theta+\frac k2(r-R)^2$, for which $q=k/R$. Within one step,

$$
\frac{de}{dt}=-ze+\frac{zh^2}{2R}W(t),\qquad z=\frac{kh}F .
$$

Multiplying by $e^{zt}$ and integrating from 0 to 1,

$$
e(1)=e^{-z}e(0)+\frac{zh^2}{2R}I(z),\qquad
I=\int_0^1e^{-z(1-t)}W(t)\,dt .
$$

After many steps $e(1)=e(0)=e_*$, so

$$
e_*=\frac{zh^2}{2R}\,\frac{I(z)}{1-e^{-z}} .
$$

This is the leading result for $h\ll R$ and $zh\ll R$. LQA has $W=t^2$.

For $z\to0$, $1-e^{-z}\to z$, and the earlier constants return: $e_*=h^2/(6R)$ and $ch^2/(2R)$. For large $z$ the exponential selects the end of the step. LQA then has $I\to1/z$ and $e_*\to h^2/(2R)$, the distance between a circle and its tangent: the predictor has settled in a straight valley. For the corrected step, $W\simeq2(1-t)^2$ near $t=1$, so $I\to4/z^3$ and

$$
e_*\to\frac{2h^2}{Rz^2}=\frac{2F^2}{Rk^2}.
$$

The leading deviation no longer depends on $h$. The ratio to LQA falls as $4/z^2$.

For $R=20$ bohr, $k=0.4$ hartree/bohr$^2$ and $F=0.002$ hartree/bohr, the integrators, with data re-evaluated at the corrected points, give these steady deviations:

| $z$ | LQA / bohr | corrected / bohr | ratio |
|---|---|---|---|
| 0.25 | $1.38\times10^{-8}$ | $4.63\times10^{-9}$ | 0.335 |
| 4 | $6.34\times10^{-6}$ | $8.33\times10^{-7}$ | 0.131 |
| 8 | $3.13\times10^{-5}$ | $1.73\times10^{-6}$ | 0.055 |

Between $z=4$ and 8 the corrected integrator shows an apparent order of 1.06, although it is far more accurate than LQA. An error that hardly changes when a long step is halved is not proof of convergence.

A circular valley also flatters the cubic repair. Let $\xi$ run along the tangent and $\eta$ outward. To first order in $1/R$, $r-R=\eta+\xi^2/(2R)$ and $R\theta=\xi-\xi\eta/R$, so

$$
V=-F\xi+\frac{F\xi\eta}{R}+\frac k2\eta^2+\frac{k\eta\xi^2}{2R}.
$$

This is a cubic polynomial, and the repair supplies the cubic term that bends the path. At $z=4$ the repaired deviation is about $8\times10^{-13}$ bohr, six orders of magnitude below the corrected value in the table. Such a valley cannot reveal the general order of the repair.

## Choosing the values

**Step length.** Estimate $z=kh/|g|$ from the largest transverse Hessian eigenvalue. The small-step error law needs $z$ well below one. The transverse error added in one corrected step can then be estimated from available data, since $(H_2-H_1)u\simeq hE'''(u,u)$:

$$
\epsilon\simeq\frac{c\,h^2}{2|g|}\left|P(H_2-H_1)u\right| .
$$

For a target deviation of $10^{-4}$ bohr at the end of the circular path, the small-step laws give $h=\sqrt{10^{-4}/0.0211}\simeq0.07$ bohr with the corrector and $\sqrt{10^{-4}/0.0591}\simeq0.04$ bohr with LQA.

**Convergence.** Compare paths at two or more step lengths, and confirm that $z$ is small before reading an order from them.

**Approximate Hessians.** A fixed Hessian error $\delta H$ gives LQA a gradient error $th\,\delta H\,u$, hence a local error of order $h^2$ and global order one. If both expansions carry the same $\delta H$, the corrector has instead the factor

$$
w_1t-w_2(1-t)=\frac{t(1-t)(1-2t)}{t^2+(1-t)^2},
$$

which is odd about $t=\frac12$ and integrates to zero. Unequal errors leave a local error proportional to $h^2P(\delta H_1-\delta H_2)u$. With re-evaluated data, a persistent difference between the two errors brings back global order one. With reused data, the Hessian at the end of one step also starts the next, so these terms largely cancel along the path. The cubic repair needs accurate Hessians, not only an accurate difference, to reach fourth order: an error common to both Hessians leaves $K$ exact but returns the repaired path to global order two. Dividing by $L$ does not amplify the error, because the quotient is multiplied by $a_i^2$, which is of order $L^2$.

**Ends of the path.** At a stationary point $|g|\to0$ and the direction $-g/|g|$ is undefined. The first step from a saddle point must follow the unstable mode. Near a minimum $z$ grows at fixed $h$, and the quadratic model may have less than $h$ of path left. The step should be shortened there, or the path ended and a minimization begun.

Numbers in the example were calculated in double precision.
